**The Mattheiss muffin-tin potential**

**Definitions and conventions**

The algebra uses Hartree atomic units (ħ = mₑ = e² = 1); numbers are in eV and Å. V is the potential energy of an electron, so a nucleus of charge Z gives −Z/r, and ρ is the electron number density. Each site R of a Bravais lattice carries one neutral, spherical atom with density ρ0(s) and Coulomb potential V0(s), s being the distance from its nucleus. The cell volume is Ω and the nearest-neighbour distance is d. A sphere of radius S ≤ d/2 surrounds every site, so spheres do not overlap. The part of the cell outside the sphere is the interstitial region I, of volume

Ω_I = Ω − 4πS³/3.

The model density and Coulomb potential of the crystal are superpositions,

ρ(r) = Σ_R ρ0(|r − R|),  V_C(r) = Σ_R V0(|r − R|).   (1)

The second follows from the first because Poisson's equation is linear. The model is not self-consistent: the atoms keep their free-atom densities. Exchange is taken in the local Xα form,

v_x(ρ) = −(3α/2)(3ρ/π)^(1/3).   (2)

The value α = 2/3 gives the derivative with respect to ρ of the uniform-gas exchange energy density −(3/4)(3/π)^(1/3) ρ^(4/3), and is used here; α = 1 is Slater's choice. Since (2) is not linear in ρ, exchange cannot be superposed atom by atom.

A bar denotes an average over directions at fixed r, and ⟨ ⟩_I a volume average over I. The muffin-tin potential is V̄(r) − V_MTZ inside the sphere and zero outside, where V̄ = V̄_C + v_x(ρ̄) and the constant V_MTZ is the muffin-tin zero.

**The Löwdin α expansion**

Let f(s) be a spherical function centred at R, with |R| = a, and let μ be the cosine of the angle between r and R. The law of cosines gives

s² = a² + r² − 2arμ.

At fixed r, f depends on direction only through μ, so it has a Legendre expansion, and the orthogonality relation ∫P_l P_l′ dμ = 2δ_ll′/(2l+1) on [−1, 1] isolates each coefficient:

f(|r − R|) = Σ_l f_l(a|r) P_l(μ),  f_l = ((2l+1)/2) ∫_{−1}^{1} f(s) P_l(μ) dμ.

Differentiating the law of cosines at fixed a and r gives 2s ds = −2ar dμ. The limit μ = −1 corresponds to s = a + r and μ = +1 to s = |a − r|. Exchanging the limits absorbs the minus sign:

f_l(a|r) = ((2l+1)/(2ar)) ∫_{|a−r|}^{a+r} s f(s) P_l((a² + r² − s²)/(2ar)) ds.   (3)

The average of P_l over directions is ½∫P_l P_0 dμ, which vanishes for l > 0. Only l = 0 survives. With the primitive G(s) = ∫_0^s t f(t) dt,

f(a|r) ≡ f_0(a|r) = [G(a + r) − G(|a − r|)]/(2ar).   (4)

One table of G thus serves every a and r. Formula (4) needs only that s f(s) be integrable, which admits a 1/s singularity.

Let r_< and r_> be the smaller and larger of a and r, so that a + r = r_> + r_< and |a − r| = r_> − r_<. For f = e^(−κs)/s, G(s) = (1 − e^(−κs))/κ, and

f(a|r) = e^(−κr_>) [e^(κr_<) − e^(−κr_<)]/(2κar) = e^(−κr_>) sinh(κr_<)/(κar).

For κ → 0 this becomes r_</(ar) = 1/r_>, the average of 1/s. For small r and general f, put g = s f. Taylor expansion of G about a keeps only odd powers in the difference, G(a+r) − G(a−r) = 2r g(a) + (r³/3) g″(a) + …, and g″/a = ∇²f for a spherical function, so

f(a|r) = f(a) + (r²/6) ∇²f(a) + O(r⁴).   (5)

**The atomic Coulomb potential**

The electrons repel with ∫ρ0(s)/|r − s| d³s. Because ρ0 is spherical, the angular integral replaces 1/|r − s| by its average 1/max(r, s):

V0(r) = −Z/r + (1/r)∫_0^r 4πs²ρ0 ds + ∫_r^∞ 4πsρ0 ds.

Neutrality means ∫_0^r 4πs²ρ0 ds = Z − ∫_r^∞ 4πs²ρ0 ds. The term Z/r cancels the nucleus, leaving

V0(r) = −∫_r^∞ 4πs ρ0(s) (s/r − 1) ds.   (6)

The integrand is non-negative, so V0 ≤ 0 everywhere, and V0 decays as fast as the density. The sums (1) therefore converge absolutely and contain no Madelung term. For ions a tail proportional to 1/r remains, and (6) and everything built on it fail until that tail is summed separately.

**Averaging the lattice sums**

Since f(a|r) depends on R only through a, sites are grouped into shells of N_n sites at distance a_n:

ρ̄(r) = ρ0(r) + Σ_n N_n ρ0(a_n|r),  V̄_C(r) = V0(r) + Σ_n N_n V0(a_n|r).   (7)

The discarded part in direction r̂ is Σ_{l>0} Σ_R f_l(|R| | r) P_l(r̂·R̂). A Bravais lattice contains −R with R, and P_l(−μ) = (−1)^l P_l(μ), so odd l cancel. For a cubic lattice, the tensor Σ R̂_i R̂_j over a shell has no off-diagonal elements (reflection of one axis reverses their sign), equal diagonal elements (the axes can be permuted) and trace N. It equals (N/3)δ_ij, and ΣP_2 = (3/2)(N/3) − N/2 = 0. The first loss in a cubic crystal is l = 4.

The two averages in (7) remain tied by electrostatics. Poisson's equation reads ∇²V_C = 4πZ Σ_R δ(r − R) − 4πρ. Integrate it over a ball of radius r < d, which holds one nucleus. The left side is the flux 4πr² dV̄_C/dr, because averaging over directions commutes with d/dr. Hence

r² dV̄_C/dr = Z − Q(r),  Q(r) = ∫_0^r 4πs² ρ̄ ds.   (8)

Applied to the neighbours alone, whose nuclei lie outside the ball, the right side is minus their enclosed charge: the neighbour potential must fall steadily with r.

**The muffin-tin zero**

The constant c that best represents V in I in the least-squares sense satisfies d/dc ∫_I (V − c)² d³r = −2∫_I V d³r + 2cΩ_I = 0, so c = ⟨V⟩_I. The second derivative 2Ω_I is positive, so this is a minimum.

For the linear quantities this mean needs no three-dimensional integral. Substituting r′ = r − R turns the cell integral of each term of (1) into an integral of f over a translated cell, and the translated cells fill space once:

∫_cell Σ_R f(|r − R|) d³r = ∫_space f d³r.

Absolute convergence permits the exchange of sum and integral. For the density the result is Z. For the potential, insert (6) and reverse the order of integration, so that r runs from 0 to s:

∫4πr² V0 dr = −∫_0^∞ 4πsρ0 [∫_0^s 4π(sr − r²) dr] ds.

The bracket is 4π(s³/2 − s³/3) = (2π/3)s³, so

∫_cell V_C d³r = −(2π/3) M2,  M2 = ∫_0^∞ 4πs⁴ρ0 ds.

An integral over the sphere involves only the l = 0 part, since the others average to zero at each radius. Subtracting sphere from cell gives

ρ_I = [Z − Q(S)]/Ω_I,   (9)

⟨V_C⟩_I = [−(2π/3)M2 − ∫_0^S 4πr² V̄_C dr]/Ω_I.   (10)

Both are exact for the model (1). They require S ≤ d/2, so that the sphere lies inside the Wigner–Seitz cell. Exchange is evaluated at the mean density:

V_MTZ = ⟨V_C⟩_I + v_x(ρ_I).   (11)

The zero of energy is that of V0, the vacuum far from a finite cluster of these unrelaxed atoms. A real surface shifts it, so V_MTZ by itself is not observable. The step V̄(S) − V_MTZ is unchanged when a constant is added to V.

**Algorithm**

1. Compute ρ0 on a logarithmic grid, and from it r V0 by (6) and M2.
2. Spline s ρ0 and s V0 and integrate the splines to obtain the two primitives G.
3. List the shells (N_n, a_n) up to a cutoff.
4. Form ρ̄ and V̄_C by (4) and (7), then V̄ = V̄_C + v_x(ρ̄).
5. Integrate over the sphere: the sharply structured central term from spline primitives, the smooth neighbour term by Gauss–Legendre quadrature.
6. Evaluate (9) to (11) and subtract V_MTZ.

**Worked example: fcc aluminium**

The lattice constant a_lat = 4.050 Å is an input taken close to the measured value. With touching spheres, d = a_lat/√2 = 2.8638 Å, S = d/2 = 1.4319 Å, Ω = a_lat³/4 = 16.6075 Å³, sphere volume 12.2976 Å³ and Ω_I = 4.3100 Å³.

The atom (Z = 13) is non-relativistic, spin-unpolarised and exchange-only LDA, with the spherical occupation 1s²2s²2p⁶3s²3p¹, in an even-tempered Slater basis. It has E = −6540.17 eV, kinetic energy T = 6540.17 eV, ε_3s = −6.839 eV, ε_3p = −1.953 eV and M2 = 9.8940 Å². The equality E = −T is the virial theorem: under ρ → λ³ρ(λr) the kinetic energy scales as λ² while the Coulomb and exchange energies U scale as λ, and dE/dλ = 0 at λ = 1 gives 2T + U = 0.

For the first shell at r = S the integrals in (4) run from d − S to d + S, and 2dS = 2 × 2.8638 × 1.4319 = 8.2014 Å²:

V0(d|S) = −3.0247/8.2014 = −0.3688 eV,
ρ0(d|S) = 0.05787/8.2014 = 0.007056 Å⁻³.

The first five shells, as N × V0(a_n|S), give

12 × (−0.36881) = −4.426 eV at 2.8638 Å
6 × (−0.03158) = −0.189 eV at 4.0500 Å
24 × (−0.00563) = −0.135 eV at 4.9602 Å
12 × (−0.00140) = −0.017 eV at 5.7276 Å
24 × (−0.00042) = −0.010 eV at 6.4036 Å

Their sum is −4.777 eV, and all 28 shells within 15.88 Å give −4.782 eV. Then V̄_C(S) = −3.923 − 4.782 = −8.705 eV, ρ̄(S) = 0.07400 + 0.09034 = 0.16434 Å⁻³, v_x = −7.767 eV and V̄(S) = −16.472 eV. At the sphere surface the neighbours supply more than half of both V̄_C and ρ̄. Their potential falls from −1.942 eV at 0.25 Å to −4.782 eV at S, as (8) requires.

For the interstitial region, Q(S) = 12.35172 and

ρ_I = 0.64828/4.3100 = 0.15041 Å⁻³.

To convert −(2π/3)M2, multiply by e² = 27.21139 eV × 0.529177 Å = 14.3996 eV Å: −2.09440 × 9.8940 × 14.3996 = −298.39 eV Å³. The sphere integral is −264.506 eV Å³, so

⟨V_C⟩_I = (−298.390 + 264.506)/4.3100 = −7.862 eV.

In atomic units ρ_I = 0.150414 × 0.529177³ = 0.022289, (3ρ_I/π)^(1/3) = 0.27713, and v_x(ρ_I) = −0.27713 × 27.21139 = −7.541 eV. Therefore

V_MTZ = −7.862 − 7.541 = −15.40 eV (−0.566 hartree),
V̄(S) − V_MTZ = −16.472 + 15.403 = −1.07 eV (−0.039 hartree).

Inside the sphere V_MT is −64.04 eV at 0.50 Å, −8.74 eV at 1.00 Å and −2.86 eV at 1.25 Å. It jumps from −1.07 eV to zero at S.

**Numerical errors**

Shell truncation. In (9) and (10) the cell integrals are complete and only the sphere integrals are truncated. Let δf be the mean over the sphere of the omitted shells. The interstitial mean then errs by +δf × (4πS³/3)/Ω_I, an amplification of 12.2976/4.3100 = 2.85. Since ρ0 ≥ 0 and V0 ≤ 0, ρ_I comes out too large and ⟨V_C⟩_I too negative. Both lower V_MTZ, which therefore rises monotonically to its limit: −16.360, −15.852, −15.488, −15.415 and −15.405 eV for 1, 2, 3, 5 and 8 shells, against −15.403 eV for 28. One shell supplies 93% of the neighbour potential at S (4.426 of 4.782 eV) yet misplaces V_MTZ by 0.96 eV, which is 90% of the step. Since V̄(S) rises at the same time, the step itself errs by 1.40 eV and changes sign, to +0.33 eV.

The rate of convergence follows from the atomic tail. In this model the potential of the neutral atom decays exponentially, so far out the 3p orbital u = r R(r) obeys u″ = 2|ε_3p| u, and ρ0 ≈ A e^(−κs)/s² with κ = 2√(2|ε_3p|). In (6), to leading order in 1/(κr), the factor 1/s is replaced by 1/r and ∫_r^∞ (s − r)e^(−κs) ds = e^(−κr)/κ², so V0 ≈ −4πA e^(−κr)/(κ²r²). Here κ = 2√(2 × 1.953/27.211)/0.529177 = 1.43 Å⁻¹. For the Yukawa form the averaging multiplies every shell by the same factor sinh(κS)/(κS). For the tail e^(−κs)/s² the extra 1/s makes that factor vary with a at relative order S/a. With this variation ignored, shells 3 and 4 give an estimate of κ:

[ln(0.00563/0.00140) − 2 ln(5.7276/4.9602)]/(5.7276 − 4.9602) = (1.392 − 0.288)/0.7674 = 1.44 Å⁻¹.

Agreement with 1.43 Å⁻¹ to within 1% is partly accidental. For these shells κa is only 7 to 8, so terms of relative order 1/(κa) are not negligible, and S/a is 0.25 to 0.29, so the averaging factor is larger for the nearer shell, which raises the estimate. The centrifugal term and the exchange tail dropped from the equation for u are not negligible either: the averaged density of one third-shell atom, 0.000085 Å⁻³, corresponds to v_x ≈ −0.6 eV, about a third of ε_3p. The same formula gives 1.49 Å⁻¹ for shells 1 and 2 and 1.45 Å⁻¹ for shells 2 and 3, so the estimate supports κ only to a few percent.

Cancellation. Equations (9) and (10) subtract nearly equal numbers. A relative error η in Q(S) becomes a relative error η × 12.35/0.648 = 19η in ρ_I, and a relative error η in the sphere integral of V̄_C becomes η × 264.5/33.88 = 7.8η in ⟨V_C⟩_I. The sphere integrals must be one to two digits more accurate than the desired result.

Small radii. The numerator of (4) is a difference of two values of size |G|, each rounded with relative error ε, so the absolute rounding error is about ε|G|/(ar) and grows as r → 0. Where it matters, (5) replaces (4). Interpolation error is not amplified in this way when G is the exact primitive of the spline, because the difference is then the integral of the spline over the interval, with the O(h⁴) error of a cubic spline of step h.

The program tests (4) against the Yukawa form and against angular quadrature of the direct lattice sums, (8) by finite differences (0.64828 electrons at S, equal to Z − Q(S)), and (9) and (10) by three-dimensional quadrature over the Wigner–Seitz cell outside the sphere, which returns 0.150414 Å⁻³ and −7.86183 eV, the same as the radial formulas to all printed digits. For the given ρ0 and V0, the errors of averaging, shell summation and quadrature are thus far below the model errors that follow. Both sides of these tests use the same atom, so they do not measure the error of its finite basis.

**Model errors**

Exchange from an averaged density. Write v_x = −cρ^(1/3) with c > 0. Then v_x″ = (2/9)cρ^(−5/3) > 0, so v_x lies above its tangent at the mean m = ⟨ρ⟩: v_x(ρ) ≥ v_x(m) + v_x′(m)(ρ − m). Averaging removes the linear term and gives Jensen's inequality ⟨v_x(ρ)⟩ ≥ v_x(m). Equation (11) is therefore a lower bound to the true interstitial mean of V_C + v_x(ρ). Averaging the Taylor series to second order gives the gap,

⟨v_x⟩ − v_x(m) ≈ ½ v_x″(m) var(ρ) = |v_x(m)| var(ρ)/(9m²),

valid when the relative spread of ρ is small. In aluminium that spread is 0.0906, so the estimate is 7.5412 × 0.0906²/9 = 0.0069 eV. Quadrature gives 0.0071 eV, which is 0.7% of the step. The same inequality holds on each spherical surface, with a gap of 0.0024 eV at S. In an open structure with a strongly varying interstitial density the second-order estimate loses its validity.

The shell estimate. A purely radial substitute for (11) averages V̄ between S and the Wigner–Seitz radius R_WS = (3Ω/4π)^(1/3) = 1.5827 Å:

V_shell = 3∫_S^{R_WS} r² V̄ dr/(R_WS³ − S³).

The shell has volume (4π/3)(R_WS³ − S³) = Ω_I but not the shape of I. For a linear quantity f, removing the region common to the ball of radius R_WS and the cell gives the exact relation

Ω_I (f_shell − ⟨f⟩_I) = ∫_caps f d³r − ∫_corners f d³r,

where the caps are the parts of the ball outside the cell, the corners the parts of the cell outside the ball, and the two have equal volume. The caps lie around the nearest-neighbour directions, and along [110] every point beyond S is inside the neighbour's sphere. The corners lie farthest from all nuclei. For the density the difference is Q(R_WS) − Z = 0.0457 electrons, so the shell mean is 0.15041 + 0.0457/4.3100 = 0.1610 Å⁻³. The Coulomb mean is −8.485 eV against −7.862 eV, and in total V_shell = −16.199 eV, 0.80 eV below V_MTZ: 0.62 eV from the Coulomb part and 0.17 eV from exchange. The step would shrink to −16.472 + 16.199 = −0.27 eV, about a quarter of its value. In this example the shell estimate is not a substitute for the interstitial average.

The shape approximation. The potential in I is far from flat. Its root-mean-square deviation from the mean is 0.98 eV, nearly the size of the step, and the quadrature points already span −17.68 to −12.84 eV, so the full range is at least that wide. On the sphere surface V_C is −7.70, −9.72 and −8.52 eV along [100], [110] and [111], against the average −8.70 eV. The l = 4 terms are +0.77, −0.19 and −0.51 eV and the l = 6 terms +0.43, −0.70 and +0.76 eV, so l = 6 exceeds l = 4 in two of the three directions. The geometry of the first shell favours this. Along [110] the twelve cosines are ±1 (two sites), 0 (two sites) and ±½ (eight sites), which gives

ΣP_4 = 2 + 2(0.3750) + 8(−0.2891) = 0.44,
ΣP_6 = 2 + 2(−0.3125) + 8(0.3232) = 3.96.

The l = 6 sum is nine times the l = 4 sum, so a ratio f_6/f_4 above one ninth is enough for l = 6 to win. The series also converges slowly: along [100] the deviation is +1.01 eV while l = 4 and l = 6 add to +1.20 eV, leaving −0.19 eV to l ≥ 8. For the nuclear term −Z/s, the generating function of the Legendre polynomials gives f_l = −Z r^l/a^(l+1), a decay by only r/a = ½ per unit of l for the first shell at r = S. This is the rate approached at high l. The neighbour is a screened neutral atom, so its f_l are smaller than the bare nuclear values: for the first shell the ratio is 0.05 at l = 2, 0.17 at l = 6 and about a quarter for l = 12 to 24. They grow in size from l = 0 to l = 2 and then fall more slowly than ½ per unit of l (f_5/f_4 = 0.63, f_7/f_6 = 0.57), reaching ½ by l ≈ 16. The ratio f_6/f_4 is 0.37, well above one ninth. The program tests that the sum to l = 32 reproduces the direct lattice sum in four directions and that l = 1, 2, 3 vanish.

The choice of α. With α = 1 on the same density, V_MTZ moves by ½v_x(ρ_I) = −3.77 eV to −19.17 eV, while the step moves by ½[v_x(ρ̄(S)) − v_x(ρ_I)] = ½(−7.767 + 7.541) = −0.11 eV to −1.18 eV. At fixed density the step moves far less than V_MTZ because ρ̄(S) and ρ_I differ by only 9% of ρ_I. This contrast belongs to the frozen density: if the atom itself is recomputed self-consistently with α = 1, V_MTZ moves by only −0.15 eV to −15.55 eV and the step by −0.105 eV to −1.17 eV, so the two shifts are comparable. Correlation and the relaxation of the density in the solid are absent from the model and are not estimated here. The spread over α alone is a tenth of the step, so digits of the step finer than 0.1 eV describe the algorithm and not aluminium. The leading digits are those of the superposed-atom model, and their agreement with the real metal is not tested here.

Calculated quantities

```
hartree = 27.21139 eV, bohr = 0.529177 A, Z = 13
atom: E = -6540.17 eV, T = 6540.17 eV, -E/T = 1.000000
atom: eps3s = -6.839 eV, eps3p = -1.953 eV, N = 13.000000
M2 = 9.8940 A^2, cell integral of VC = -298.390 eV A^3
a = 4.050 A, d = 2.8638 A, S = 1.4319 A, R_WS = 1.5827 A
Omega = 16.6075 A^3, sphere = 12.2976 A^3, Omega_I = 4.3100 A^3
shells used = 28, sites = 958, cutoff = 15.88 A
shell 1, d-S..d+S: int s V0 ds = -3.0247 eV A^2
shell 1, d-S..d+S: int s rho0 ds = 0.05787 1/A
shell  N  a_n(A)  V0(a|S)(eV)  rho0(a|S)(1/A^3)
  1  12  2.8638  -0.36881  0.007056
  2   6  4.0500  -0.03158  0.000528
  3  24  4.9602  -0.00563  0.000085
  4  12  5.7276  -0.00140  0.000020
  5  24  6.4036  -0.00042  0.000006
r(A) V0(eV) nbV(eV) rho0(1/A^3) nbrho(1/A^3) vx(eV) V_MT(eV)
0.2500 -233.392 -1.942 30.20391 0.03344 -44.176 -264.108
0.5000 -58.030 -2.135 2.47431 0.03740 -19.275 -64.037
0.7500 -25.171 -2.487 0.35046 0.04466 -10.405 -22.660
1.0000 -12.367 -3.049 0.17722 0.05625 -8.731 -8.744
1.2500 -6.305 -3.905 0.10966 0.07350 -8.053 -2.859
1.4319 -3.923 -4.782 0.07400 0.09034 -7.767 -1.069
Q(S) = 12.35172 electrons, Z-Q(S) = 0.64828 electrons
S^2 dVC/dr at S (finite difference) = 0.64828 electrons
Q(R_WS) = 13.04571 electrons
sphere integral of VC = -264.506 eV A^3
rho_I: radial = 0.150414, 3D = 0.150414 1/A^3
<VC>_I: radial = -7.86183, 3D = -7.86183 eV
vx(rho_I) = -7.5412 eV, 3D <vx>_I = -7.5340 eV
V_MTZ = -15.4030 eV = -0.56605 hartree
V_bar(S) = -16.4720 eV, VC_bar(S) = -8.7049 eV
step V_bar(S)-V_MTZ = -1.0690 eV = -0.03928 hartree
Jensen gap interstitial = 0.00713 eV, second-order estimate = 0.00687 eV
relative std of rho in interstitial = 0.0906
Jensen gap on sphere r=S = 0.00235 eV
interstitial V: rms about mean = 0.9839 eV, sampled range -17.676 to -12.835 eV
shell estimate: VC = -8.4848 eV, rho = 0.16102 1/A^3
shell estimate: V_shell = -16.1991 eV, V_shell-V_MTZ = -0.7961 eV
1 shells: rho_I = 0.16227 1/A^3, V_MTZ = -16.3604 eV
2 shells: rho_I = 0.15575 1/A^3, V_MTZ = -15.8521 eV
3 shells: rho_I = 0.15139 1/A^3, V_MTZ = -15.4880 eV
5 shells: rho_I = 0.15055 1/A^3, V_MTZ = -15.4152 eV
8 shells: rho_I = 0.15043 1/A^3, V_MTZ = -15.4045 eV
r=S along (1, 0, 0): VC = -7.6987, l=4: 0.7660, l=6: 0.4296 eV
r=S along (1, 1, 0): VC = -9.7241, l=4: -0.1915, l=6: -0.6981 eV
r=S along (1, 1, 1): VC = -8.5207, l=4: -0.5107, l=6: 0.7637 eV
alpha=1 on same density: V_MTZ = -19.1736 eV, step = -1.1819 eV
```
